# Donor decay by Förster and Dexter transfer to random, fixed acceptors, part 1

(Sections cited here and not found follow in the second part.)

An excited donor with natural lifetime $\tau$ sits among acceptors scattered at random through a rigid host, and an acceptor at distance $R$ can take the excitation at a rate $k(R)$. The direct way to predict the donor decay is to average the transfer rate over acceptor positions, $\langle K\rangle=n\int k(R)\,d^3R$ for acceptor density $n$, and to write a single exponential with rate $1/\tau+\langle K\rangle$. For the Förster rate $k\propto R^{-6}$ this integral diverges at small $R$. A cutoff at a closest approach $a$ makes it finite but lets $a$ control the answer. For the model parameters worked through below it gives $\langle K\rangle=195.4/\tau$ and a donor emission yield of $1/(1+195.4)\approx0.005$ of the acceptor-free value, while the correct yield for point acceptors is $0.306$. The mean rate is set by the few donors that have an acceptor almost in contact, and these vanish at once. Each donor decays with the rate of its own frozen surroundings, so the quantity to average is the exponential and not its exponent.

Rydberg atomic units are used: $\hbar=1$, $e^2=2$, lengths in bohr, energies in Ry, times in $\hbar/\mathrm{Ry}=4.838\times10^{-17}$ s. For weak coupling and broad spectral lines the pair rate is the golden-rule expression $k=2\pi|V|^2J$, where $V$ is the matrix element between the states $D^*A$ and $DA^*$ and $J=\int f_D(E)f_A(E)\,dE$ is the overlap of the normalized donor emission and acceptor absorption line shapes. All distance dependence lies in $V$. Its direct part is the Coulomb energy $\sum_{ij}2q_iq_j/|\mathbf R+\mathbf r_j-\mathbf r_i|$ of the two transition charge distributions, with $\mathbf r_i$ measured from the donor centre, $\mathbf r_j$ from the acceptor centre, and retardation neglected ($R$ much below the optical wavelength). With $\boldsymbol\rho=\mathbf r_j-\mathbf r_i$ and $\rho\ll R$,

$$\frac{1}{|\mathbf R+\boldsymbol\rho|}=\frac1R-\frac{\hat{\mathbf R}\cdot\boldsymbol\rho}{R^2}+\frac{3(\hat{\mathbf R}\cdot\boldsymbol\rho)^2-\rho^2}{2R^3}+\dots$$

A transition charge distribution has zero total charge, because ground and excited states are orthogonal, so every term that lacks $\mathbf r_i$ or lacks $\mathbf r_j$ sums to zero. The first survivors are the cross terms of the third fraction: $3(\hat{\mathbf R}\cdot\boldsymbol\rho)^2$ contains $-6(\hat{\mathbf R}\cdot\mathbf r_i)(\hat{\mathbf R}\cdot\mathbf r_j)$ and $-\rho^2$ contains $+2\,\mathbf r_i\cdot\mathbf r_j$. With transition dipoles $\mu_D\hat{\mathbf d}=\sum q_i\mathbf r_i$ and $\mu_A\hat{\mathbf a}=\sum q_j\mathbf r_j$,

$$V=\frac{2\mu_D\mu_A\,\kappa}{R^3},\qquad \kappa=\hat{\mathbf d}\cdot\hat{\mathbf a}-3(\hat{\mathbf d}\cdot\hat{\mathbf R})(\hat{\mathbf a}\cdot\hat{\mathbf R}),$$

so $k\propto R^{-6}$. The term of order $\rho^l$ in the expansion carries $R^{-(l+1)}$. A dipole with a quadrupole needs $l=3$ and two quadrupoles need $l=4$, which gives $k\propto R^{-8}$ and $R^{-10}$. All constants, including any dielectric screening and for now an orientation average of $\kappa^2$, are collected in the radius $R_0$ at which transfer is as fast as natural decay:

$$k(R)=\frac1\tau\left(\frac{R_0}{R}\right)^{s}.$$

The exchange part of $V$, which gives the Dexter mechanism, contains for each electron the product of a donor orbital and an acceptor orbital. If both have tails $e^{-\alpha r}$, the product $e^{-\alpha(r_D+r_A)}$ is at most $e^{-\alpha R}$ by the triangle inequality, so $V$ falls exponentially. The model taken here drops power-law prefactors and writes $k(R)=k_0e^{-2R/L}$, which defines the length $L$. The same convention $k(R_0)=1/\tau$ gives $k_0\tau=e^{2R_0/L}$.

The average rests on four assumptions. The acceptors do not move during the decay. Transfer is irreversible and goes only from donor to acceptor, with no hopping among donors. The excitation is weak, so every acceptor is available and the channels add. The acceptors are placed independently and uniformly in $d$ dimensions. For one configuration the survival probability $\sigma$ then obeys $\dot \sigma=-(1/\tau+K)\sigma$ with $K=\sum_ik(R_i)$, so $\sigma=e^{-t/\tau}\prod_ie^{-k(R_i)t}$. For $N$ acceptors in a volume $\Omega$, independence turns the average of the product into the product of $N$ equal averages, and adding and subtracting 1 in each gives

$$\Big\langle\prod_{i=1}^Ne^{-k(R_i)t}\Big\rangle=\left[\frac1\Omega\int_\Omega e^{-kt}\,d^dR\right]^N=\left(1-\frac{I_\Omega}{\Omega}\right)^{N},\qquad I_\Omega=\int_\Omega\big(1-e^{-k(R)t}\big)\,d^dR .$$

The logarithm is $N\ln(1-I_\Omega/\Omega)=-nI_\Omega-nI_\Omega^2/2\Omega-\dots$ with $n=N/\Omega$. If $I_\Omega$ has a finite limit as $\Omega\to\infty$ at fixed $n$, all terms after the first vanish, and the averaged survival is

$$S(t)=e^{-t/\tau-F(t)},\qquad F(t)=n\int\big(1-e^{-k(R)t}\big)\,d^dR. \tag{1}$$

Since $1-e^{-kt}$ is the probability that an acceptor at $R$ would have taken the excitation by time $t$, $F$ is the mean number of such events and $e^{-F}$ is the Poisson probability of none. The limit matters in small enclosures. For $N=3$ in a ball of radius $2R_0$, with $s=6$, $d=3$, $t=\tau$, one has $I_\Omega/\Omega=0.2060$. The binomial form gives $0.7940^3=0.5006$, the exponential gives $e^{-3\times0.2060}=0.539$, and direct sampling gives $0.5007$.

For isotropic $k$ the volume element is $d(V_dR^d)$, where $V_d$ is the volume of the unit ball. It follows from the Gaussian integral done two ways, $\pi^{d/2}=dV_d\int_0^\infty r^{d-1}e^{-r^2}dr=dV_d\,\Gamma(d/2)/2$, so $V_d=\pi^{d/2}/\Gamma(1+d/2)$, that is $2$, $\pi$, $4\pi/3$. Let $u=k(R)t$, which decreases from $u_0=k(0)t$ to zero as $R$ grows. Integration by parts with $d(1-e^{-u})=e^{-u}du$ gives

$$F=nV_d\Big[R^d\big(1-e^{-u}\big)\Big]_{R=0}^{\infty}-nV_d\int_{u_0}^{0}R^d e^{-u}du=nV_d\int_0^{u_0}R(u)^d\,e^{-u}\,du. \tag{2}$$

The boundary term is zero at $R=0$, and at large $R$ it behaves as $R^dk(R)t$, which vanishes for exchange and for $s>d$. Equation (2) reads as the mean number of acceptors in a ball whose radius $R(u)$ solves $k(R)t=u$, integrated over $0<u<u_0$ with weight $e^{-u}$.

For the power law, with $T=t/\tau$, $u=T(R_0/R)^s$ gives $R^d=R_0^d(T/u)^{d/s}$ and $u_0=\infty$, so the integral in (2) is $\int_0^\infty u^{-d/s}e^{-u}du=\Gamma(1-d/s)$ and

$$S(t)=\exp\!\big[-t/\tau-c\,t^{d/s}\big],\qquad c=nV_dR_0^d\,\Gamma(1-d/s)\,\tau^{-d/s},\qquad s>d. \tag{3}$$

The exponent $d/s$ expresses the growth of the quenched radius as $R_0T^{1/s}$. As $s\to\infty$ the factor $\Gamma(1-d/s)\,T^{d/s}$ tends to 1 at fixed $T$, and $F\to nV_dR_0^d$: donors with an acceptor inside $R_0$ are quenched at once and the rest are untouched. As $s\to d$ from above the Gamma function diverges. The divergence comes from $u\to0$, the distant acceptors, for which $1-e^{-u}\approx u$ and the integrand of (1) is $n\,dV_dR_0^sT\,R^{d-1-s}$. At $s=d$ this integrates to $n\,dV_dR_0^dT\ln R_{\max}$, and for $s<d$ to a growing power of the sample radius $R_{\max}$. Then $F$ grows without bound with the sample size, the averaged survival tends to zero at every $t>0$, and (3) does not apply. Only the mean count of acceptors within $R$ of the donor entered (2), so the same exponent holds for noninteger $d<s$ if the acceptors are independent and their mean count is the same multiple of $R^d$ around every donor.

Equation (3) has infinite slope at $t=0$, which is the divergent mean rate again. Real acceptors stay outside some radius $a$. Repeating the integration by parts from $R=a$, with $u_a=k(a)t$, keeps the lower boundary term $-a^d(1-e^{-u_a})$ and stops the $u$ integral at $u_a$. With $R_0^dT^{d/s}=a^du_a^{d/s}$ and the lower incomplete gamma function $\gamma(\nu,x)=\int_0^xu^{\nu-1}e^{-u}du$,

$$F_a=nV_da^d\Big[u_a^{d/s}\,\gamma(1-d/s,u_a)-1+e^{-u_a}\Big].$$

For $u_a\ll1$, $\gamma(\nu,u_a)\approx u_a^\nu/\nu$, and the bracket becomes $u_a[s/(s-d)-1]=u_a\,d/(s-d)$, so $F_a\approx\langle K\rangle t$ with $\langle K\rangle=n\,dV_dR_0^sa^{d-s}/[(s-d)\tau]$. This is the mean rate, and because $u-u^2/2\le1-e^{-u}\le u$ with $u\le u_a$, the linear form exceeds $F_a$ by at most a fraction $u_a/2$ of itself. The mean rate is therefore the correct initial slope and holds only for $t\ll1/k(a)$. For later times, the piece removed from (1) is $F-F_a=nV_da^d-n\int_{R<a}e^{-kt}d^dR$, and $k>k(a)$ inside the core, so

$$0<F_a-\big(F-nV_da^d\big)<nV_da^d\,e^{-u_a}. \tag{4}$$

Beyond $t\sim1/k(a)$ the core only subtracts a constant. The argument uses nothing but a decreasing $k(R)$, so it holds for exchange too. More generally, since the integrand of (1) lies between 0 and 1, any failure of the rate law inside $a$, such as the breakdown of the multipole expansion or of the golden rule near contact, changes $F$ by at most $nV_da^d$, provided each acceptor still contributes its own independent factor between 0 and 1 to the survival. The bound does not cover departures from the rate law outside $a$. For transition charge distributions of finite extent the higher multipoles also act at $R>a$. In the Förster model below, at $t=\tau$, frozen two-charge dipoles as long as $a$ shift $F$ from that region by about as much as $nV_3a^3$, and longer ones by several times more.

For the Förster case $d=3$, $s=6$, write $F=2q\sqrt T$ with $2q=\sqrt\pi\,nV_3R_0^3$, using $\Gamma(1/2)=\sqrt\pi$. The emission rate is proportional to $S$, so the yield relative to the acceptor-free donor is $\eta=\int_0^\infty S\,dT$. With $T=w^2$, writing $2w=(2w+2q)-2q$ makes the first part a total derivative, and completing the square with $v=w+q$ handles the second:

$$\eta=\int_0^\infty2w\,e^{-w^2-2qw}dw=1-2q\,e^{q^2}\!\int_q^\infty e^{-v^2}dv=1-\sqrt\pi\,q\,e^{q^2}\operatorname{erfc}q .$$

For small $q$ this is $1-\sqrt\pi q$, linear in $n$. For large $q$ only $w\lesssim1/q$ contributes, $e^{-w^2}\to1$, and $\eta\to1/2q^2$, which falls as $n^{-2}$, whereas a single added rate proportional to $n$ would give $n^{-1}$.

The distribution of the total rate follows from $\langle e^{-Kt}\rangle=e^{-2q\sqrt T}$, a Laplace transform in $x=K\tau$. The density is $p(x)=q\,\pi^{-1/2}x^{-3/2}e^{-q^2/x}$, the Lévy law. To verify it, put $x=q^2/v^2$, which turns $p\,dx$ into $(2/\sqrt\pi)e^{-v^2}dv$ on $v>0$, so that the transform is $A(b)=(2/\sqrt\pi)\int_0^\infty e^{-v^2-b^2/v^2}dv$ with $b=q\sqrt T$. Differentiation brings down $-2b/v^2$, and the substitution $v\to b/v$ leaves the exponent unchanged while absorbing $b/v^2$ into the measure, so $A'=-2A$. With $A(0)=1$ this gives $A=e^{-2b}$, and the Laplace transform fixes the density uniquely. Since $x<X$ means $v>q/\sqrt X$, the cumulative probability is $P(K\tau<X)=\operatorname{erfc}(q/\sqrt X)$. For large $X$ the complement is $2q/\sqrt{\pi X}=nV_3R_0^3X^{-1/2}$, which is the mean number of acceptors inside the radius $R_0X^{-1/6}$ at which the rate of one acceptor reaches $X/\tau$, and to leading order in $X^{-1/2}$ the probability of finding one there. The tail $p\sim x^{-3/2}$ thus comes from single close neighbours and makes the mean infinite, while the median is finite.

The orientation factor needs the same care as the distance. Write $\kappa=\hat{\mathbf a}\cdot\mathbf w$ with $\mathbf w=\hat{\mathbf d}-3\xi\hat{\mathbf R}$ and $\xi=\hat{\mathbf d}\cdot\hat{\mathbf R}$, so $|\mathbf w|^2=1-6\xi^2+9\xi^2=1+3\xi^2$. For isotropic directions both $\xi$ and $\hat{\mathbf a}\cdot\hat{\mathbf w}$ are independent and uniform on $[-1,1]$, so $\langle\kappa^2\rangle=\tfrac13(1+1)=\tfrac23$. If the dipoles reorient many times within the observation time $t$, the acceptors with $kt\sim1$, which control $F$, act with their orientation-averaged rate. Then $\kappa^2$ is replaced by $2/3$ inside the rate, and this defines $R_0$. If they are frozen, $k=\tfrac32\kappa^2(R_0/R)^6/\tau$, and the single-acceptor average in (1) runs over $\hat{\mathbf a}$ as well. The acceptors remain independent for a given $\hat{\mathbf d}$, and isotropy makes the result independent of $\hat{\mathbf d}$. Along each direction $R_0^3$ is replaced by $\sqrt{3/2}\,|\kappa|R_0^3$, so $F$ is multiplied by $\langle|\kappa|\rangle/\sqrt{2/3}$. With $\langle|\hat{\mathbf a}\cdot\hat{\mathbf w}|\rangle=\tfrac12$ and $\sqrt3\,\xi=\sinh\theta$, whose upper limit has $\sinh\theta=\sqrt3$, $\cosh\theta=2$, $\theta=\ln(2+\sqrt3)$,

$$\langle|\kappa|\rangle=\frac12\int_0^1\!\sqrt{1+3\xi^2}\,d\xi=\frac{1}{2\sqrt3}\cdot\frac{\theta+\sinh\theta\cosh\theta}{2}=\frac12\left[1+\frac{\ln(2+\sqrt3)}{2\sqrt3}\right]=0.6901 .$$

Averaging the survival over random acceptor positions has given the decay law for power-law transfer, the Förster yield and rate distribution, and the mean $\langle|\kappa|\rangle$ needed for frozen dipoles. What remains is to evaluate the frozen-dipole factor, treat acceptors on a lattice, derive the decay law for exchange transfer, and work through numerical examples of both mechanisms.

Numerical values quoted here were computed with a short program.
